The upper limit of the linear magnetoelectric coefficient from two susceptibilities

**Problem.** A homogeneous crystal has electric susceptibility χₑ = 100 along one axis and magnetic susceptibility χₘ = 0.001 along another, both in SI units. What is the largest linear magnetoelectric coefficient α that thermodynamics allows between these two axes? Assume that the fields couple linearly to the matter. This leaves out diamagnetism, whose effect is treated later.

The coefficient is defined by the static response to small fields E and H. With P and M denoting the changes of polarisation and magnetisation from their zero-field values,

P = ε₀χₑE + αH

μ₀M = αE + μ₀χₘH.

The same α stands in both lines because both responses are derivatives of one free energy, as shown below. Its SI unit is s/m. All three coefficients refer to the same temperature and the same mechanical conditions.

**A tempting solution**

Add the vacuum contributions to obtain the flux densities:

D = ε₀E + P = εE + αH, with ε = ε₀(1 + χₑ)

B = μ₀H + μ₀M = αE + μH, with μ = μ₀(1 + χₘ).

The energy density of field and matter together, in this linear medium, is

W = ½(ED + HB) = ½εE² + αEH + ½μH².

A stable medium should have W ≥ 0 for every E and H. A quadratic form of this kind is non-negative when ε and μ are positive and α² ≤ εμ. With ε₀μ₀ = 1/c² this gives

|α| ≤ √[(1 + χₑ)(1 + χₘ)]/c = √(101 × 1.001)/(2.998 × 10⁸ m/s) = 33.5 ns/m.

**Where it fails**

The inequality is true, but for coupling linear in the fields it is not the strongest one available, so 33.5 ns/m is not the maximum. Setting χₑ = χₘ = 0 exposes the weakness. The formula then permits any α up to 1/c, about 3.3 ns/m, in a medium that responds to neither field.

The surplus comes from the vacuum terms ½ε₀E² and ½μ₀H². They are present without any matter, and their positive energy can hide a matter response that is itself inadmissible. Here the magnetic term does most of the damage: replacing χₘ = 0.001 by 1 + χₘ = 1.001 raises the limit by a factor of about 32, while replacing 100 by 101 raises it by only 0.5 %.

When external sources hold E and H fixed inside the body, the vacuum terms are constants. They cannot stop the matter from moving to a state of lower free energy. The stability condition must therefore be applied to the matter at fixed fields.

**The right solution**

Take a plate whose plane contains both field directions and whose width exceeds its thickness by much more than a factor χₑ. Tangential E and H are continuous across its faces, and the field of the charges at the distant edges is then negligible, so away from the edges the internal fields equal the applied ones. All interactions inside the body, including the dipolar ones, belong to its zero-field energy.

Assume that the applied fields enter the microscopic energy only through the linear terms −EP − μ₀HM per unit volume. For a trial state ρ let F(ρ) be its zero-field free energy per volume, that is, energy minus temperature times entropy. Equilibrium minimises the total:

G(E,H) = min over ρ of [F(ρ) − E P(ρ) − μ₀H M(ρ)].

In a ferroelectric the trial states are confined to the neighbourhood of the chosen domain state. The argument needs the same set of trial states for all the small fields considered, with the minimum inside that set.

At the minimum, a small change of ρ alters the bracket only in second order. The first derivatives of G therefore come from the explicit fields:

∂G/∂E = −P, ∂G/∂H = −μ₀M.

Differentiating the first with respect to H and the second with respect to E gives the same mixed derivative, hence ∂P/∂H = ∂(μ₀M)/∂E = α.

Next, G is concave. Take two field pairs, 1 and 2, and a mixture with weights λ and 1 − λ, where 0 ≤ λ ≤ 1. For each fixed ρ the bracket is linear in the fields, so its value at the mixed fields is the same mixture of its values at 1 and 2. Those values are no smaller than G₁ and G₂, the minima at each pair. This holds for every ρ, including the one that minimises the bracket at the mixed fields, so

G(mixture) ≥ λG₁ + (1 − λ)G₂.

This is the definition of a concave function. Integrating the linear responses gives the second-order part of G,

G⁽²⁾ = −½[ε₀χₑE² + 2αEH + μ₀χₘH²].

Concavity requires G⁽²⁾ ≤ 0, so the square bracket must be non-negative for all E and H. For χₑ > 0, complete the square:

ε₀χₑE² + 2αEH + μ₀χₘH² = ε₀χₑ[E + αH/(ε₀χₑ)]² + [μ₀χₘ − α²/(ε₀χₑ)]H².

The choice E = −αH/(ε₀χₑ) removes the first term. The second must then be non-negative by itself, which gives

α² ≤ ε₀μ₀χₑχₘ, or |α| ≤ α_max = √(χₑχₘ)/c.

For the given crystal,

α_max = √(100 × 0.001)/c = 0.3162/(2.998 × 10⁸ m/s) = 1.05 × 10⁻⁹ s/m = **1.05 ns/m**.

In Gaussian units P is divided by √(4πε₀) and H is multiplied by √(4πμ₀), so α_G = cα/(4π) = 0.0252, a pure number. The new limit vanishes when either susceptibility vanishes, as it should when the coupling is linear in the fields.

**Can the limit be reached?**

A bound deserves the name maximum only if some stable system attains it. Let one internal coordinate q, with stiffness K > 0, carry both moments: P = aq and μ₀M = bq. Its energy density in the fields is

u = ½Kq² − aqE − bqH.

Setting ∂u/∂q = 0 gives q = (aE + bH)/K. Substituting this in P and μ₀M and reading off the coefficients,

ε₀χₑ = a²/K, μ₀χₘ = b²/K, α = ab/K.

Hence α² = ε₀μ₀χₑχₘ. Suitable a and b produce any two positive susceptibilities, so the limit is attained within the stated assumptions, by a system whose stiffness is finite and positive.

At the limit there is a field direction in which G⁽²⁾ vanishes, with |E/H| = √[μ₀χₘ/(ε₀χₑ)] = 1.19 Ω here. In the one-coordinate model this is the direction aE + bH = 0: the two forces on q cancel and nothing moves. Reaching the limit is therefore not in itself a sign of a soft mode.

For a smaller coefficient write k = α/α_max. Apply E, and choose H so that M does not change: H = −αE/(μ₀χₘ). The polarisation is then

P = ε₀χₑE − α²E/(μ₀χₘ) = ε₀χₑ(1 − k²)E.

So k² is the fraction of the electric susceptibility that disappears when M is held fixed. At k² = 1 the whole linear electric response is tied to the magnetisation.

The inequality was tested on 200 random four-level quantum systems at finite temperature, with the responses obtained by numerical differentiation of the free energy. The largest k² was 0.754. When a single operator carried both moments, k² was 1.00000.

**Two corrections to the ceiling**

Diamagnetism breaks the assumption of linear coupling, because it adds a positive energy proportional to H². At H = 0 this term lowers the total χₘ by its own contribution but leaves χₑ and α unchanged. The proof then applies to the linear-coupling part, χₘ − χ_dia, where χ_dia is negative:

α² ≤ ε₀μ₀χₑ(χₘ − χ_dia).

If 0.001 is the total susceptibility and χ_dia is roughly −2 × 10⁻⁵, the ceiling rises by 1.0 %. This small, ionic value of χ_dia applies when the electrons stay on separate ions, each with its own gauge origin. In the proof χ_dia is the mean of the H² term, which depends on the gauge. With one origin for the whole sample it grows, per volume, roughly as the square of the sample width. For electrons shared between sites the corrected inequality with that origin remains true, but it becomes a weak limit on the orbital response. The correction need not be small in general. With a strong diamagnetic term added to the same 200 quantum systems, the inequality written with the total χₘ failed in 177 of them, while the corrected one held in all. In most of the failures the added term had made the total χₘ negative, so that no real α could satisfy the uncorrected inequality; a few occurred with the total still positive.

The second correction concerns electrons that polarise without contributing to M. Let χ_inf be the electric susceptibility left when every coordinate that carries magnetisation, and all other lattice coordinates, are frozen. In a quadratic model ½ε₀χE² is the largest energy gain available from the permitted displacements. Freezing all those coordinates permits fewer displacements than holding M alone, so χ_inf ≤ χₑ(1 − k²). Rearranged, and with diamagnetism again left out,

α² ≤ ε₀μ₀(χₑ − χ_inf)χₘ.

For a rough χ_inf = 5 the ceiling falls by 2.5 %, to 1.03 ns/m. If diamagnetism is included as well, χₘ is replaced by χₘ − χ_dia and the ceiling is 1.04 ns/m. The measured clamped-ion (optical) susceptibility may stand for χ_inf only if the electronic polarisation carries no magnetisation. Where it carries some, as spin-orbit coupling allows, subtracting the optical value can give a ceiling that is too low, and the bound without this subtraction is the safe one.

**What the limit would mean in a film**

Suppose that α equals 1.05 ns/m. A magnetic drive μ₀H = 1 T means H = 7.96 × 10⁵ A/m. At short circuit, where the change of E is zero,

P = αH = 1.055 × 10⁻⁹ × 7.96 × 10⁵ C/m² = 8.4 × 10⁻⁴ C/m² = 0.084 µC/cm².

Conversely, E = 10 kV/cm = 10⁶ V/m at H = 0 gives μ₀M = αE = 1.05 mT.

For a voltage measurement let the electric axis be normal to the film, with H in its plane. At open circuit, without leakage, D cannot change:

ε₀(1 + χₑ)E + αH = 0, so |E/H| = α/[ε₀(1 + χₑ)] = 1.18 Ω.

The vacuum term belongs here, because the film now produces its own electric field. The coefficient is 0.94 V/(cm Oe). At 1 T the field is 9.4 kV/cm, or 94 mV across 100 nm. That is about 1 % of a rough breakdown field of 1 MV/cm.

**Comparison with real materials**

The two susceptibilities are round values, of the order expected for an antiferromagnetic ferroelectric oxide such as bismuth ferrite. The ceiling varies as the square root of each, so halving one of them lowers it by 29 %. In bulk bismuth ferrite the magnetic state is not uniform: its spin cycloid can average the uniform linear effect to zero. The proof does not require uniform magnetisation, so the ceiling still holds for the volume-averaged coefficients, but the actual α can then be zero.

Within a single domain, the intrinsic nonlinearity of χₑ is small for these drives. With a rough spontaneous polarisation of 90 µC/cm², a quartic Landau model gives a 0.28 % drop in χₑ when P rises by 0.084 µC/cm², and hence a 0.14 % drop in the ceiling. The electric drive of 10 kV/cm changes P by nearly the same amount, ε₀χₑE = 0.089 µC/cm², so its effect is of the same size. The change has the opposite sign when P falls, and models with a sixth-order term give roughly 0.5 to 0.7 % instead of 0.28 %. The estimate leaves out domain-wall motion. The quartic model switches only near 2 MV/cm, whereas bulk crystals of bismuth ferrite have been reported to switch at fields of order 10 kV/cm, so a real sample need not stay linear at this drive. The magnetisation at 1 T, 796 A/m, corresponds to a spin canting of about 10⁻³ rad for rough iron moments of 4 Bohr magnetons.

Chromium oxide shows how far a coefficient can lie below its limit. With rough values χₑ = 10 and χₘ = 0.001 its ceiling is 0.33 ns/m, whereas its coefficient is roughly 4 ps/m, about 1 % of that. This comparison is for fields along the spin axis near 260 K, where the coefficient peaks; on cooling, χₘ along this axis falls strongly, and the ceiling falls with it. In the quadratic description k² is then about 10⁻⁴, so holding M fixed would remove only about one part in ten thousand of the electric susceptibility.

Mechanical conditions must match as well. If strain were the one coordinate carrying both moments, a free sample could have a finite α while both susceptibilities measured at fixed strain were zero. Combining that α with those susceptibilities would appear to violate the bound. With all three taken at fixed stress, it is satisfied.

The numerical output below lists the main inputs and results.

Numbers as computed

```
electric susceptibility (SI): 100
magnetic susceptibility (SI): 0.001
speed of light: 2.997925e+08 m/s
c times alpha_max: 0.3162 (dimensionless)
alpha_max, formula: 1.0548 ns/m
alpha_max, field-ratio scan: 1.0548 ns/m
alpha_max, Gaussian: 0.02516 (dimensionless)
critical |E/H|: 1.1913 ohm
weaker total-energy ceiling: 33.54 ns/m
random quantum systems: 200
largest k^2 among them: 0.754
k^2 for one shared operator: 1.00000
total-chi_m bound broken by diamagnetism: 177 cases
largest restricted ratio, coupled modes: 1.0000
magnetic drive mu0*H: 1.0 T
magnetic drive H: 7.9577e+05 A/m
induced polarisation: 0.0839 uC/cm2
electric drive: 10.0 kV/cm
induced mu0*M: 1.0548 mT
open-circuit |E/H|: 1.1795 ohm
open-circuit coefficient: 0.9386 V/(cm Oe)
open-circuit field at magnetic drive: 9.386 kV/cm
film thickness: 100 nm
film voltage: 93.86 mV
rough diamagnetic susceptibility: -2.0e-05
ceiling change, diamagnetism: +1.00 %
rough electronic susceptibility: 5
ceiling change, unshared electrons: -2.53 %
rough spontaneous polarisation: 90 uC/cm2
chi_e change, nonlinearity: -0.279 %
ceiling change, nonlinearity: -0.140 %
rough moment per iron ion: 4 Bohr magnetons
rough volume per iron ion: 62 cubic angstrom
magnetisation at magnetic drive: 795.8 A/m
spin canting scale: 1.33e-03 rad
rough breakdown field: 1.0 MV/cm
open-circuit field / breakdown: 0.94 %
chromium oxide rough chi_e: 10
chromium oxide rough chi_m: 0.001
chromium oxide rough alpha: 4 ps/m
chromium oxide rough ceiling: 0.33 ns/m
chromium oxide alpha / ceiling: 1.2 %
```
